# A ternary diffusion couple with one initially uniform solute: verification in Python

```python
"""Ternary diffusion couple with a constant diffusivity matrix D.
Result under test: if solute 1 (Al) starts as a step and solute 2 (Cr) starts
uniform, then
  c2 - c20 = D21*step/(2(p-m)) * [erf(x/2sqrt(p t)) - erf(x/2sqrt(m t))],
an odd profile with one peak and one trough, present only if D21 is not zero.
p > m: eigenvalues of D; step: c1(right) - c1(left); x: distance from the joint.
Concentrations in at.%, distances in micrometres (um), internal times in s.
The reference is a finite-volume solution of the coupled diffusion equations.
"""
import numpy as np
from scipy.special import erf
from scipy.optimize import brentq
from scipy.constants import k as k_B, e as q_e

UM2_PER_CM2 = 1e8
AL_LEFT, AL_RIGHT, CR_START = 2.0, 8.0, 10.0
AL_MEAN = 0.5 * (AL_LEFT + AL_RIGHT)
STEP = AL_RIGHT - AL_LEFT
HOURS = 100.0
TIME = HOURS * 3600.0
D_CM2 = np.array([[1.5e-10, 0.4e-10], [0.6e-10, 0.8e-10]])
D = D_CM2 * UM2_PER_CM2
DX = 2.0


def eigenvalues(mat):
    half_trace = 0.5 * (mat[0, 0] + mat[1, 1])
    root = np.sqrt(0.25 * (mat[0, 0] - mat[1, 1])**2 + mat[0, 1] * mat[1, 0])
    return half_trace + root, half_trace - root


def profiles(mat, x, t):
    """Closed-form Al and Cr profiles for distinct eigenvalues."""
    p, m = eigenvalues(mat)
    fast, slow = erf(x / (2 * np.sqrt(p * t))), erf(x / (2 * np.sqrt(m * t)))
    pre = STEP / (2 * (p - m))
    al = AL_MEAN + pre * ((mat[0, 0] - m) * fast + (p - mat[0, 0]) * slow)
    cr = CR_START + pre * mat[1, 0] * (fast - slow)
    return al, cr


def extremum(mat, t):
    """Closed-form distance and height of the Cr extrema."""
    p, m = eigenvalues(mat)
    r = p / m
    a = np.sqrt(np.log(r) / (2 * (r - 1)))
    b = a * np.sqrt(r)
    height = abs(mat[1, 0] * STEP) / (2 * (p - m)) * (erf(b) - erf(a))
    return np.sqrt(2 * t * p * m * np.log(r) / (p - m)), height, a, b


def simulate(mat, t, right=600.0, variable=False, doubling=0.0):
    """Explicit finite volumes with sealed ends. If variable, D12 scales with
    Al and D21 with Cr; doubling=1 doubles all of D from left to right."""
    left = 600.0
    n = int(round((left + right) / DX))
    x = -left + DX * (np.arange(n) + 0.5)
    c = np.array([np.where(x < 0, AL_LEFT, AL_RIGHT), np.full(n, CR_START)])
    largest = np.max(np.linalg.eigvals(mat).real)
    steps = int(np.ceil(t * largest * 1.5 / (0.35 * DX**2)))
    ratio = t / steps / DX
    for _ in range(steps):
        grad = (c[:, 1:] - c[:, :-1]) / DX
        if variable:
            al, cr = 0.5 * (c[:, 1:] + c[:, :-1])
            common = 2.0**(doubling * (al - AL_MEAN) / STEP)
            flux = -common * np.array([
                mat[0, 0] * grad[0] + mat[0, 1] * al / AL_MEAN * grad[1],
                mat[1, 0] * cr / CR_START * grad[0] + mat[1, 1] * grad[1]])
        else:
            flux = -(mat @ grad)
        c[:, 1:-1] -= ratio * (flux[:, 1:] - flux[:, :-1])
        c[:, 0] -= ratio * flux[:, 0]
        c[:, -1] += ratio * flux[:, -1]
    return x, c


def vertex(x, y):
    """Position and value of the maximum, by a parabola through three cells."""
    i = int(np.argmax(y))
    slope, curve = (y[i + 1] - y[i - 1]) / 2, y[i + 1] - 2 * y[i] + y[i - 1]
    shift = -slope / curve
    return x[i] + shift * DX, y[i] + 0.5 * slope * shift


# Tolerances reflect the second-order grid error at a spacing of 2 um.
TOL_C, TOL_X = 0.005, 0.5

# Stable phases: a product of positive definite matrices has real D > 0 modes.
rng = np.random.default_rng(1)
for _ in range(200):
    A, B = rng.normal(size=(2, 2, 2))
    ev = np.linalg.eigvals((A @ A.T + 0.01 * np.eye(2))
                           @ (B @ B.T + 0.01 * np.eye(2)))
    assert np.max(np.abs(np.imag(ev))) < 1e-6 and np.min(np.real(ev)) > 0

# Main case: profiles, extrema, oddness.
p, m = eigenvalues(D)
x_star, height, a_star, b_star = extremum(D, TIME)
x, c = simulate(D, TIME)
al_formula, cr_formula = profiles(D, x, TIME)
error_al = np.max(np.abs(c[0] - al_formula))
error_cr = np.max(np.abs(c[1] - cr_formula))
assert error_al < TOL_C and error_cr < TOL_C
x_peak, c_peak = vertex(x, c[1])
x_trough, minus_trough = vertex(x, -c[1])
c_trough = -minus_trough
assert abs(x_peak + x_star) < TOL_X and abs(x_trough - x_star) < TOL_X
assert abs(c_peak - CR_START - height) < TOL_C
assert abs(CR_START - c_trough - height) < TOL_C
assert np.max(np.abs(c[1] + c[1][::-1] - 2 * CR_START)) < 1e-9

# Amount moved, flux at the joint, and the zone of uphill flow.
root_sum = np.sqrt(p) + np.sqrt(m)
moved = -D[1, 0] * STEP * np.sqrt(TIME / np.pi) / root_sum
moved_grid = np.sum(c[1][x > 0] - CR_START) * DX
assert abs(moved_grid / moved - 1) < 0.01
faces = x[:-1] + DX / 2
grad = np.diff(c, axis=1) / DX
flux_cr = -(D @ grad)[1]
flux_joint = -D[1, 0] * STEP / (2 * np.sqrt(np.pi * TIME) * root_sum)
joint = int(np.argmin(np.abs(faces)))
assert abs(flux_cr[joint] / flux_joint - 1) < 0.01
flux_formula = -D[1, 0] * STEP / (2 * np.sqrt(np.pi * TIME) * (p - m)) * (
    np.sqrt(p) * np.exp(-faces**2 / (4 * p * TIME))
    - np.sqrt(m) * np.exp(-faces**2 / (4 * m * TIME)))
assert np.max(np.abs(flux_cr - flux_formula)) < 0.01 * abs(flux_joint)
inside = np.abs(faces) < x_star - DX
outside = (np.abs(faces) > x_star + DX) & (np.abs(faces) < 300)
assert np.all(flux_cr[inside | outside] < 0)
assert np.all(flux_cr[inside] * grad[1][inside] > 0)
assert np.all(flux_cr[outside] * grad[1][outside] < 0)

# A quarter of the time: half the distance, the same height.
xq, cq = simulate(D, TIME / 4)
xq_peak, cq_peak = vertex(xq, cq[1])
assert abs(xq_peak + x_star / 2) < TOL_X
assert abs(cq_peak - CR_START - height) < TOL_C

# Without D21 nothing happens, although D12 is present.
no_21 = D.copy()
no_21[1, 0] = 0.0
flat = np.max(np.abs(simulate(no_21, TIME)[1][1] - CR_START))
assert flat < 1e-9

# Without D12 the pair survives; a negative D21 exchanges peak and trough.
negative = D.copy()
negative[0, 1], negative[1, 0] = 0.0, -D[1, 0]
xn, cn = simulate(negative, TIME)
assert np.max(np.abs(cn[1] - profiles(negative, xn, TIME)[1])) < TOL_C
assert vertex(xn, cn[1])[0] > 0
height_no_12 = extremum(negative, TIME)[1]
assert abs(vertex(xn, cn[1])[1] - CR_START - height_no_12) < TOL_C

# Equal eigenvalues: the limiting profile.
lam = 1.0e-10 * UM2_PER_CM2
equal = np.array([[lam, 0.0], [D[1, 0], lam]])
xe, ce = simulate(equal, TIME)
limit = CR_START - D[1, 0] * STEP * xe * np.exp(-xe**2 / (4 * lam * TIME)) / (
    4 * np.sqrt(np.pi * TIME) * lam**1.5)
assert np.max(np.abs(ce[1] - limit)) < TOL_C
height_equal = D[1, 0] * STEP / (2 * lam * np.sqrt(2 * np.pi * np.e))
xe_peak, ce_peak = vertex(xe, ce[1])
assert abs(ce_peak - CR_START - height_equal) < TOL_C
assert abs(xe_peak + np.sqrt(2 * lam * TIME)) < TOL_X

# Sizes of neglected effects.
variants = []
for doubling in (0.0, 1.0):
    xv, cv = simulate(D, TIME, variable=True, doubling=doubling)
    xp, cp = vertex(xv, cv[1])
    xt, ct = vertex(xv, -cv[1])
    variants.append((cp - CR_START, xp, -ct - CR_START, xt))
COATING = 100.0
xc, cc = simulate(D, TIME, right=COATING)
hours_limit = brentq(lambda h: (AL_RIGHT - profiles(D, COATING, h * 3600)[0])
                     / STEP - 0.01, 0.1, HOURS)
T_ANNEAL, T_USE, Q_EV = 1373.0, 1273.0, 2.8
k_ev = k_B / q_e


def distance_factor(temperature):
    return np.exp(-Q_EV / (2 * k_ev) * (1 / temperature - 1 / T_ANNEAL))


GB_WIDTH_NM, GRAIN_UM, GB_RATIO = 0.5, 100.0, 1e4
gb_extra = 2 * GB_WIDTH_NM * 1e-3 / GRAIN_UM * GB_RATIO

al_at_peak, cr_at_peak = profiles(D, -x_star, TIME)
al_at_trough, cr_at_trough = profiles(D, x_star, TIME)
print(f"Al left, right: {AL_LEFT:.1f}, {AL_RIGHT:.1f} at.%; Cr: {CR_START:.1f} at.%")
print(f"anneal: {HOURS:.0f} h at {T_ANNEAL:.0f} K")
print("D11, D12, D21, D22 (rough inputs): "
      + ", ".join(f"{v:.2e}" for v in D_CM2.ravel()) + " cm2/s")
print(f"eigenvalues p, m: {p/UM2_PER_CM2:.4e}, {m/UM2_PER_CM2:.4e} cm2/s")
print(f"ratio r = p/m: {p/m:.4f}")
print(f"lengths 2sqrt(pt), 2sqrt(mt): {2*np.sqrt(p*TIME):.2f}, "
      f"{2*np.sqrt(m*TIME):.2f} um")
print(f"a, b at extremum: {a_star:.4f}, {b_star:.4f}")
print(f"erf a, erf b: {erf(a_star):.4f}, {erf(b_star):.4f}")
print(f"prefactor D21*step/(2(p-m)): {D[1,0]*STEP/(2*(p-m)):.4f} at.%")
print(f"weights of fast, slow erf in Al: {(D[0,0]-m)/(p-m):.4f}, "
      f"{(p-D[0,0])/(p-m):.4f}")
print(f"extremum distance x*: {x_star:.2f} um")
print(f"extremum height h: {height:.4f} at.%")
print(f"at peak (x=-x*): Al {al_at_peak:.3f}, Cr {cr_at_peak:.3f} at.%")
print(f"at trough (x=+x*): Al {al_at_trough:.3f}, Cr {cr_at_trough:.3f} at.%")
print(f"grid peak: {c_peak:.4f} at.% at {x_peak:.2f} um")
print(f"grid trough: {c_trough:.4f} at.% at {x_trough:.2f} um")
print(f"largest grid-formula gap, Al, Cr: {error_al:.1e}, {error_cr:.1e} at.%")
print(f"Cr content change of right half: {moved:.2f} at.% um")
print(f"same from grid: {moved_grid:.2f} at.% um")
print(f"Cr flux at joint: {flux_joint*3600:.4f} at.% um/h")
print(f"Cr gradient at joint (grid): {grad[1][joint]:.5f} at.%/um")
print(f"grid peak at {HOURS/4:.0f} h: {cq_peak:.4f} at.% at {xq_peak:.2f} um")
print(f"largest Cr change with D21=0: {flat:.1e} at.%")
print(f"height with D12=0, same |D21|: {height_no_12:.4f} at.%")
print(f"equal-eigenvalue test, D11=D22: {lam/UM2_PER_CM2:.2e} cm2/s, D12=0")
print(f"equal-eigenvalue height: {height_equal:.4f} at.%")
print(f"equal-eigenvalue distance: {np.sqrt(2*lam*TIME):.2f} um")
for name, v in zip(("D12~Al, D21~Cr", "same, D doubling with Al"), variants):
    print(f"{name}: peak {v[0]:+.4f} at.% at {v[1]:.1f} um")
    print(f"{name}: trough {v[2]:+.4f} at.% at {v[3]:.1f} um")
print(f"sealed coating thickness: {COATING:.0f} um")
print(f"coated, {HOURS:.0f} h: Cr peak {cc[1].max()-CR_START:+.4f} at.% "
      f"at {xc[np.argmax(cc[1])]:.0f} um")
print(f"coated, {HOURS:.0f} h: Cr minimum {cc[1].min()-CR_START:+.4f} at.% "
      f"at {xc[np.argmin(cc[1])]:.0f} um")
print(f"coated, {HOURS:.0f} h: Al in outermost cell {cc[0][-1]:.3f} at.%")
print(f"Al change at outer face reaches 1% of step: {hours_limit:.1f} h")
print(f"activation energy (rough input): {Q_EV:.1f} eV")
print(f"x* change for +10 K: {100*(distance_factor(T_ANNEAL+10)-1):.1f} %")
print(f"x* after {HOURS:.0f} h at {T_USE:.0f} K: "
      f"{x_star*distance_factor(T_USE):.1f} um")
print(f"grain boundary width, grain size: {GB_WIDTH_NM:.1f} nm, {GRAIN_UM:.0f} um")
print(f"boundary/lattice diffusivity (rough input): {GB_RATIO:.0e}")
print(f"grain boundaries raise D by: {100*gb_extra:.0f} %")
print(f"grain boundaries raise x* by: {100*(np.sqrt(1+gb_extra)-1):.1f} %")
print("all tests passed")
```

Output:

```
Al left, right: 2.0, 8.0 at.%; Cr: 10.0 at.%
anneal: 100 h at 1373 K
D11, D12, D21, D22 (rough inputs): 1.50e-10, 4.00e-11, 6.00e-11, 8.00e-11 cm2/s
eigenvalues p, m: 1.7521e-10, 5.4792e-11 cm2/s
ratio r = p/m: 3.1977
lengths 2sqrt(pt), 2sqrt(mt): 158.84, 88.83 um
a, b at extremum: 0.5143, 0.9196
erf a, erf b: 0.5329, 0.8066
prefactor D21*step/(2(p-m)): 1.4948 at.%
weights of fast, slow erf in Al: 0.7907, 0.2093
extremum distance x*: 81.69 um
extremum height h: 0.4090 at.%
at peak (x=-x*): Al 3.229, Cr 10.409 at.%
at trough (x=+x*): Al 6.771, Cr 9.591 at.%
grid peak: 10.4091 at.% at -81.68 um
grid trough: 9.5909 at.% at 81.68 um
largest grid-formula gap, Al, Cr: 2.7e-05, 6.9e-05 at.%
Cr content change of right half: -59.05 at.% um
same from grid: -59.05 at.% um
Cr flux at joint: -0.2952 at.% um/h
Cr gradient at joint (grid): -0.00837 at.%/um
grid peak at 25 h: 10.4092 at.% at -40.84 um
largest Cr change with D21=0: 0.0e+00 at.%
height with D12=0, same |D21|: 0.3879 at.%
equal-eigenvalue test, D11=D22: 1.00e-10 cm2/s, D12=0
equal-eigenvalue height: 0.4355 at.%
equal-eigenvalue distance: 84.85 um
D12~Al, D21~Cr: peak +0.4093 at.% at -85.1 um
D12~Al, D21~Cr: trough -0.4075 at.% at 78.4 um
same, D doubling with Al: peak +0.4631 at.% at -79.8 um
same, D doubling with Al: trough -0.3640 at.% at 84.8 um
sealed coating thickness: 100 um
coated, 100 h: Cr peak +0.3918 at.% at -85 um
coated, 100 h: Cr minimum -0.7830 at.% at 99 um
coated, 100 h: Al in outermost cell 6.089 at.%
Al change at outer face reaches 1% of step: 15.8 h
activation energy (rough input): 2.8 eV
x* change for +10 K: 8.9 %
x* after 100 h at 1273 K: 32.2 um
grain boundary width, grain size: 0.5 nm, 100 um
boundary/lattice diffusivity (rough input): 1e+04
grain boundaries raise D by: 10 %
grain boundaries raise x* by: 4.9 %
all tests passed
```
